# First-Order Intervalley Scattering and Its Nonzero In-Scattering Term

## Definitions and conventions

An electron starts in a conduction-band valley with minimum at $\mathbf K_i$ and ends in an equivalent valley with minimum at $\mathbf K_j$. I measure each electron wavevector from its own minimum: $\mathbf k$ before the event, $\mathbf k'$ after it. Crystal momentum conservation fixes the wavevector supplied by the lattice, up to a reciprocal lattice vector:

$$\mathbf Q=(\mathbf K_j+\mathbf k')-(\mathbf K_i+\mathbf k)=(\mathbf K_j-\mathbf K_i)+\mathbf q,\qquad \mathbf q=\mathbf k'-\mathbf k .$$

Thus $\mathbf q$ is the phonon wavevector measured from the valley separation. For emission the phonon carries $-\mathbf Q$, but the electronic factor is the same, so $\mathbf q$ keeps this meaning.

The valleys are first taken as spherical and parabolic, $E=\hbar^2k^2/2m$. The phonon energy $\hbar\omega$ is constant, the phonons are in equilibrium, and the electron gas is nondegenerate. There are $Z$ final valleys, and spin is conserved. The upper sign denotes absorption and the lower emission:

$$E'=E\pm\hbar\omega,\qquad n_+=N,\quad n_-=N+1,\qquad N=\frac1{e^{\hbar\omega/kT}-1}.$$

In $kT$, $k$ is Boltzmann's constant; elsewhere it is the length of $\mathbf k$. A process with $E'<0$ is absent.

The coupling energy per unit lattice displacement can depend on $\mathbf k$ and $\mathbf k'$ separately. I assume that it depends on them only through $\mathbf q$, and call it $D(\mathbf q)$. This is a real restriction: a linear term in $\mathbf k+\mathbf k'$ is also possible in general, and alone it would reverse the sign of the in-scattering found below. The expansion of $D$ about $\mathbf q=0$ starts with a constant. If symmetry removes that constant but allows a linear term, the linear term leads. The isotropic model is

$$|D(\mathbf q)|^2=D_1^2q^2,$$

where $D_1$ is an energy.

## Simple case: a constant coupling

In a crystal of volume $V$ and mass density $\rho$, one phonon mode has squared displacement matrix element $\hbar n_\pm/(2\rho V\omega)$. The golden rule gives

$$W_\pm(\mathbf k\to\mathbf k')=\frac{2\pi}{\hbar}\,\frac{\hbar n_\pm}{2\rho V\omega}|D|^2\delta(E_{k'}-E\mp\hbar\omega)
=\frac{\pi n_\pm|D|^2}{\rho V\omega}\,\delta(E_{k'}-E\mp\hbar\omega).$$

For $|D|^2=D_0^2$, all directions of $\mathbf k'$ are equally likely. The sum over final states then needs just the density of states per volume, for one spin and one valley:

$$g(E)=\int\!\frac{d^3k}{8\pi^3}\,\delta(E_k-E)=\frac{4\pi k^2}{8\pi^3}\frac{dk}{dE}=\frac{mk}{2\pi^2\hbar^2}=\frac{m^{3/2}\sqrt{2E}}{2\pi^2\hbar^3},$$

because $dk/dE=m/(\hbar^2k)$. The rate is $Z\pi D_0^2n_\pm g(E')/(\rho\omega)$.

A current is carried by the part of the distribution that is odd in $\mathbf k$. In-scattering of that part involves the average of the unit vector $\hat{\mathbf k}'$, weighted by $W$. Here the weight is isotropic and the average is zero. The question is whether this survives when the coupling depends on $\mathbf q$.

## Linear coupling: the total rate

With $\theta$ the angle between $\mathbf k$ and $\mathbf k'$,

$$q^2=|\mathbf k'-\mathbf k|^2=k^2+k'^2-2kk'\cos\theta .$$

The final energy shell is a sphere, so $\langle\cos\theta\rangle=0$ over its directions and the cross term drops out of the total rate:

$$\Gamma_\pm(E)=\frac{Z\pi D_1^2n_\pm}{\rho\omega}\,(k^2+k'^2)\,g(E').\tag{1}$$

Now insert $k^2+k'^2=(2m/\hbar^2)(E+E')$ and $g(E')$. The numerical factor is $\pi\cdot2\cdot\sqrt2/(2\pi^2)=\sqrt2/\pi$, so

$$\boxed{\Gamma_\pm(E)=\frac{\sqrt2\,Z\,m^{5/2}D_1^2\,n_\pm}{\pi\rho\omega\hbar^5}\,(E+E')\sqrt{E'}}\qquad(E'>0).\tag{2}$$

Two limits show its behaviour. For $E\gg\hbar\omega$, $E'\simeq E$ and the rate grows as $E^{3/2}$, one power of $E$ faster than for constant coupling. At $E=0$ absorption remains finite, since the final state supplies a nonzero $q$: the factor $(E+E')\sqrt{E'}$ becomes $(\hbar\omega)^{3/2}$, while the prefactor keeps its own dependence $N/\omega$ on the phonon energy. Emission starts at $E=\hbar\omega$ as $\sqrt{E-\hbar\omega}$.

## The cross term returns in the vector average

Dropping the cross term is legitimate for the total rate, but not for the average of $\hat{\mathbf k}'$. The terms $k^2+k'^2$ multiply $\langle\hat{\mathbf k}'\rangle=0$. For the rest I use $\langle\hat k'_a\hat k'_b\rangle=\delta_{ab}/3$:

$$\langle q^2\hat{\mathbf k}'\rangle=-2kk'\langle(\hat{\mathbf k}\cdot\hat{\mathbf k}')\hat{\mathbf k}'\rangle=-\tfrac23kk'\,\hat{\mathbf k}.\tag{3}$$

Dividing its component along $\hat{\mathbf k}$ by $\langle q^2\rangle=k^2+k'^2$ gives the mean cosine of an event,

$$\overline{\cos\theta}=-\frac{2kk'}{3(k^2+k'^2)},\qquad -\tfrac13\le\overline{\cos\theta}\le0 .\tag{4}$$

The lower bound follows from $2kk'\le k^2+k'^2$ and is reached at $k=k'$. Reversal is favoured because it makes $q$ largest. An isotropic band and an isotropic dependence on $\mathbf q$ do not make the scattering isotropic in angle.

To test (2) and (3), I summed the golden rule over a grid of final states for a 60 meV electron with the example parameters below. For both absorption and emission, the total rate and the vector sum agreed with the formulas to a relative error of at most $1.4\times10^{-4}$.

### Which feature of the coupling matters

The amplitude $D_1|\mathbf q|$ is not analytic at $\mathbf q=0$. A simple analytic amplitude that depends only on $\mathbf q$ is $D_1\,\mathbf n\cdot\mathbf q$, with $\mathbf n$ a real unit vector. Three independent modes with orthogonal vectors $\mathbf n$, equal strength and equal phonon energy add in the rate to $D_1^2q^2$, which gives the isotropic model a consistent meaning.

One such mode alone gives

$$(\mathbf n\cdot\mathbf q)^2=(\mathbf n\cdot\mathbf k')^2-2(\mathbf n\cdot\mathbf k)(\mathbf n\cdot\mathbf k')+(\mathbf n\cdot\mathbf k)^2 .$$

The first and last terms are even in $\mathbf k'$, so

$$\langle(\mathbf n\cdot\mathbf q)^2\hat{\mathbf k}'\rangle=-\tfrac23k'(\mathbf n\cdot\mathbf k)\,\mathbf n .$$

This is nonzero unless $\mathbf k\perp\mathbf n$. By contrast, a squared coupling proportional to $k'^2$ alone gives zero. The in-term therefore comes from the product of initial and final wavevectors, not from wavevector dependence as such.

## In-scattering in the Boltzmann equation

Apply a weak uniform field $F$ along $x$ to electrons of charge $-e$. Write $f=f_0+\delta f$, with $f_0\propto e^{-E/kT}$. To first order in $F$ the steady state obeys

$$-\frac{eF}{\hbar}\frac{\partial f_0}{\partial k_x}=\sum_{\mathbf k'}\left[W(\mathbf k'\to\mathbf k)\,\delta f(\mathbf k')-W(\mathbf k\to\mathbf k')\,\delta f(\mathbf k)\right],$$

where the sum covers all valleys and both processes. Since $\partial f_0/\partial k_x=-\hbar v_xf_0/kT$, the left side is $eFv_xf_0/kT$. Define $\tau(E)$ by

$$\delta f=-\frac{eF}{kT}f_0\,v_x\,\tau(E),$$

the same function in every valley, as the valleys are equivalent and spherical.

The reverse of absorption is emission. Its rate is larger by $(N+1)/N=e^{\hbar\omega/kT}$, while $f_0(\mathbf k')$ is smaller than $f_0(\mathbf k)$ by the same factor. Hence $W(\mathbf k'\to\mathbf k)f_0(\mathbf k')=W(\mathbf k\to\mathbf k')f_0(\mathbf k)$. With this replacement, $eFf_0(\mathbf k)/kT$ cancels:

$$\sum_{\mathbf k'}W(\mathbf k\to\mathbf k')\left[v_x\tau(E)-v_x'\tau(E')\right]=v_x .\tag{5}$$

The first term is $\Gamma v_x\tau(E)$, with $\Gamma=\Gamma_++\Gamma_-$. In the second, $\mathbf v'=(\hbar k'/m)\hat{\mathbf k}'$. Equation (3) turns one process into

$$\frac{Z\pi D_1^2n_\pm g(E')}{\rho\omega}\,\frac{\hbar k'}{m}\left(-\frac23kk'\hat k_x\right)\tau(E')=-S_\pm(E)\,v_x\,\tau(E'),$$

because $\hbar k\hat k_x/m=v_x$. The coefficient is

$$S_\pm(E)=\frac{Z\pi D_1^2n_\pm g(E')}{\rho\omega}\,\frac23k'^2=\frac23\,\frac{E'}{E+E'}\,\Gamma_\pm(E).\tag{6}$$

Putting this in (5) and dividing by $v_x$ gives

$$\boxed{\sum_\pm\left[\Gamma_\pm(E)\,\tau(E)+S_\pm(E)\,\tau(E\pm\hbar\omega)\right]=1 .}\tag{7}$$

The in-scattering part of the collision integral is $+(eF/kT)f_0v_x\sum_\pm S_\pm\tau(E\pm\hbar\omega)$. Where $\tau(E)$ and the neighbouring $\tau$ are all positive, it has the sign opposite to $\delta f$ and helps to remove the current.

Equation (7) couples energies spaced by $\hbar\omega$. It has one bounded solution. To see this, rewrite it as $\tau(E)=[1-\sum_\pm S_\pm\tau(E\pm\hbar\omega)]/\Gamma$ and iterate. From (6), $\sum S_\pm\le\frac23\Gamma$, so each iteration shrinks the largest difference between two trial functions to at most $2/3$ of its value. The source $1/\Gamma$ is bounded because absorption is always available at $T>0$.

### Mobility and the meaning of $\tau$

The drift velocity is $-(eF/kT)\langle v_x^2\tau\rangle$, averaged over $f_0$, and $v_x^2$ averages over directions to $2E/3m$. The density of states contributes $\sqrt E$, and $\int E^{3/2}e^{-E/kT}dE=\frac32kT\int E^{1/2}e^{-E/kT}dE$. Therefore

$$\mu=\frac em\bar\tau,\qquad \bar\tau=\frac{\int_0^\infty E^{3/2}e^{-E/kT}\tau(E)\,dE}{\int_0^\infty E^{3/2}e^{-E/kT}dE}.\tag{8}$$

Equation (5) also gives $\tau$ a direct meaning. Put $\phi(\mathbf k)=v_x\tau(E)$ and divide by $\Gamma$:

$$\phi(\mathbf k)=\frac{v_x}{\Gamma}+\sum_{\mathbf k'}\frac{W(\mathbf k\to\mathbf k')}{\Gamma}\phi(\mathbf k').$$

This is the mean displacement in the first free flight plus the expected displacement from the next state onward. So $v_x\tau$ is the expected total displacement along $x$, without a field, of an electron starting in $\mathbf k$. A negative $\tau$ means that its later motion more than undoes its first flight.

If $\tau\ge0$ at all energies, (7) gives $\Gamma\tau\le1$, and leaving out the in-term overestimates the mobility. The condition is sufficient, not necessary.

## Limit 1: a small phonon energy

Let $\hbar\omega\ll kT$. Almost all the weight in (8) then lies at $E\gg\hbar\omega$, where $E'\simeq E$ and $S_\pm\simeq\Gamma_\pm/3$. With $\tau(E\pm\hbar\omega)\simeq\tau(E)$, equation (7) becomes

$$\left(\Gamma+\tfrac13\Gamma\right)\tau=1,\qquad \tau=\frac{3}{4\Gamma}.$$

The mobility is three quarters of the value without in-scattering. This agrees with (4): for elastic events the velocity relaxation rate is $\Gamma(1-\overline{\cos\theta})=\frac43\Gamma$. Solving (7) numerically at $\hbar\omega=0.002\,kT$ gives a mobility ratio of 0.7502.

## Limit 2: a cold lattice

When $N\ll1$, an electron below $\hbar\omega$ can leave by absorption alone and has a long life. An electron just below $2\hbar\omega$ soon emits, usually reverses to some degree, and lands just below $\hbar\omega$, where it stays for a long time.

A two-level estimate shows the consequence. Take $\tau(\hbar\omega)\simeq1/\Gamma_+(\hbar\omega)$ and neglect the level at $3\hbar\omega$. In units of the common prefactor, (2) and (6) give $\Gamma_+(\hbar\omega)=N(1+2)\sqrt2$ and $S_-(2\hbar\omega)=\frac23(N+1)$. Then

$$\Gamma\tau\big|_{2\hbar\omega}\simeq1-\frac{S_-(2\hbar\omega)}{\Gamma_+(\hbar\omega)}=1-0.157\,\frac{N+1}{N}.\tag{9}$$

Within this estimate $\tau$ becomes negative when $e^{\hbar\omega/kT}>6.4$, or $\hbar\omega>1.85\,kT$.

The effect on mobility can still be small. Let $x=E/\hbar\omega$ lie between 0 and 1. Then $\tau(E)$ is of order $1/N$, while the out-rate at $E+\hbar\omega$ is mainly emission. To leading order in $N$, (7) at the upper level gives $\tau(E+\hbar\omega)\simeq-S_-(E+\hbar\omega)\,\tau(E)/\Gamma_-(E+\hbar\omega)$. Putting this in (7) at $E$ and using (6),

$$\Gamma_+(E)\,\tau(E)\simeq\frac1{1-r},\qquad r=\frac{S_+(E)}{\Gamma_+(E)}\,\frac{S_-(E+\hbar\omega)}{\Gamma_-(E+\hbar\omega)}=\frac49\,\frac{x(1+x)}{(1+2x)^2}.$$

Here $r$ grows with $x$ and stays below $8/81$, so at this order the in-term raises $\tau(E)$ by at most 11 per cent. Energies below $\hbar\omega$ supply the mobility to leading order in $N$. The omitted corrections of order $N$ can outweigh this small rise, as they do in the 77 K example below. The argument excludes starting energies very near zero, where the absorbed electron sits at the emission threshold.

## Worked example with silicon-like numbers

I take $m=0.321\,m_0$, $\rho=2.33$ g/cm³, $D_1=4$ eV, $\hbar\omega=19$ meV and $Z=4$. These are rough values for a low-energy phonon connecting valleys on perpendicular axes in silicon. They illustrate the isotropic model; a single phonon branch does not supply its three equal modes. With one mode $D_1\,\mathbf n\cdot\mathbf q$ per valley pair and spherical valleys, the factor 0.75 of Limit 1 becomes 0.77 for $\mathbf n$ along $\mathbf K_j-\mathbf K_i$ and 0.81 for $\mathbf n$ perpendicular to both valley axes. At 300 K, $kT=25.85$ meV and $N=0.921$. The starting energy is $1.5\,kT=38.8$ meV, with $k=0.572$ nm⁻¹.

For absorption, $E'=57.8$ meV, $k'=0.698$ nm⁻¹ and $g(E')=1.492\times10^{20}$ eV⁻¹cm⁻³. Hence $k^2+k'^2=0.815$ nm⁻². With $\omega=2.887\times10^{13}$ s⁻¹, equation (1) in SI units reads

$$\Gamma_+=\frac{4\pi(0.921)(16)(0.815\times10^{18})(1.602\times10^{-19})(1.492\times10^{26})}{(2330)(2.887\times10^{13})}\ \text{s}^{-1}=0.054\ \text{ps}^{-1}.$$

One factor of $e$ remains because $D_1^2$ is in eV² and $g$ in eV⁻¹. The mean cosine is $-2(0.572)(0.698)/[3(0.815)]=-0.327$, and

$$S_+=\tfrac23\,\frac{57.8}{38.8+57.8}\,(0.0536)=0.0214\ \text{ps}^{-1}.$$

For emission, $E'=19.8$ meV, $\Gamma_-=0.040$ ps⁻¹, $S_-=0.0089$ ps⁻¹ and the mean cosine is $-0.315$. The total rate is 0.093 ps⁻¹.

Solving (7) at all energies gives $\bar\tau=9.74$ ps, against 12.03 ps without the in-term. For this mechanism alone, the mobilities are $5.3\times10^4$ and $6.6\times10^4$ cm²/Vs. Their ratio is 0.81, not the 0.75 of Limit 1, since $\hbar\omega$ is comparable with $kT$.

As a separate test of (7), I followed random walkers through successive scatterings, with angles drawn from $q^2$, and averaged starting velocity times later displacement. This gave $\bar\tau=9.750\pm0.027$ ps (one standard error), in agreement with the solution that includes in-scattering.

At 77 K, $N=0.0605$. The times are 717 ps with the in-term and 734 ps without it; the walkers gave $716.4\pm1.9$ ps. The mobility ratio is 0.976. The lowest value of $\Gamma\tau$ found is $-1.97$, near 38 meV, which is $2\hbar\omega$. Estimate (9) gives $-1.75$. At 300 K the lowest value is $+0.61$, against 0.67 from (9). Thus the sign condition fails at 77 K, yet the in-term still lowers the mobility in this case.

## Generalization: ellipsoidal valleys

Silicon valleys have a longitudinal mass of about $0.92\,m_0$ and two transverse masses of about $0.19\,m_0$. On an energy shell $k_a=\sqrt{2m_aE}\,n_a/\hbar$, where $\mathbf n$ is a unit vector uniformly distributed over directions. With $\bar m=(m_1+m_2+m_3)/3$,

$$\langle k^2\rangle=\frac{2E}{\hbar^2}\bar m,\qquad \langle k_av_a\rangle=\frac{2E}{3\hbar}.$$

The second average contains no mass. Here $\bar m=0.433\,m_0$, so the shell-averaged rate exceeds that of the spherical model by the factor $\bar m/m=1.35$.

For the mobility I make a quasielastic estimate with constant $\tau$ on the shell, but different values $\tau_L$ and $\tau_T$ for valleys whose long axis is parallel or perpendicular to the field. Multiply (5) by $v_x$ and average over the initial shell. Because $3\langle n_x^2n_b^2\rangle=(1+2\delta_{xb})/5$, the out-term, in units of $2E/\hbar^2$ times the common rate factor, is

$$o=\bar m+\frac{3\bar m+2m_x}{5}.$$

The cross term gives $-2k_x\langle k_x'v_x'\rangle=-2k_x(2E/3\hbar)=-(2E/\hbar^2)(\tfrac23m_x)v_x$, so the in-coefficient is $c=\frac23m_x$. An $L$ valley exchanges electrons with four $T$ valleys; a $T$ valley exchanges them with two $L$ and two $T$ valleys:

$$o_L\tau_L+c_L\tau_T=1,\qquad o_T\tau_T+\tfrac12c_T(\tau_L+\tau_T)=1 .$$

In units of $m_0$, $o_L=1.061$, $c_L=0.613$, $o_T=0.769$ and $c_T=0.127$, giving $\tau_L=0.26$ and $\tau_T=1.18$ in the matching time unit. The mobility is proportional to $\tau_L/m_L+2\tau_T/m_T$, with $m_L$ and $m_T$ the longitudinal and transverse masses. Relative to the same expression with $c=0$, it is multiplied by 0.865. Equal masses return $o=2m$, $c=\frac23m$ and the factor 0.75. Letting $\tau$ depend on direction over the shell changes 0.865 to 0.861. For the coupling $D_1^2q^2$, mass anisotropy thus roughly halves the quasielastic reduction: the $T$ valleys carry most of the current, and their small $m_x$ makes $c_T/o_T$ small. This does not carry over to a single mode $D_1\,\mathbf n\cdot\mathbf q$ per valley pair. With the same masses the factor is 0.94 for $\mathbf n$ along $\mathbf K_j-\mathbf K_i$ and 0.72 for $\mathbf n$ perpendicular to both valley axes, against 0.77 and 0.81 for spherical valleys. In the perpendicular case the in-term acts only on the $T$ valleys, so anisotropy makes the reduction larger.

## Beside real silicon

The mobilities above are not silicon mobilities. With rough acoustic and constant-coupling intervalley parameters, the rates at 38.8 meV are 2.07 and 0.45 ps⁻¹, against 0.093 ps⁻¹ here. All three together give about 1650 cm²/Vs in the spherical model, of the same order as the roughly 1400 cm²/Vs of lightly doped silicon at room temperature. The spherical model uses the density-of-states mass for the current as well; with the same $\bar\tau$, silicon's conductivity mass of about $0.258\,m_0$ would give about 2060 cm²/Vs. Agreement at this level does not validate the parameters. Holding the other mechanisms fixed, the first-order in-term lowers the combined mobility by 1.1 per cent. At 300 meV the first-order rate is 2.3 ps⁻¹, about 14 per cent of the three-mechanism total, although parabolic bands are a poor approximation there.

Other omissions can be sized at 300 K. Nonparabolicity of 0.5 eV⁻¹ raises the first-order rate at $1.5\,kT$ by 7.5 per cent, with overlap factors left out. A phonon slope of 5 km/s would change $\hbar\omega$ by about 3 meV over the root-mean-square $q$ for absorption, which is 0.90 nm⁻¹ averaged evenly over final directions and 1.04 nm⁻¹ when events are weighted by their rate. This is not a small correction to the rate: at fixed $D_1$, a constant phonon energy of 16 or 22 meV instead of 19 meV changes $\bar\tau$ for this mechanism from 9.7 ps to 6.8 or 13.4 ps, although the mobility ratio stays between 0.80 and 0.82. The root-mean-square $q$ is 0.08 of $2\pi/a$ (0.09 with rate weighting), with $a$ the lattice constant, which supports a low-order expansion at this energy but does not fix the next coefficient. At 300 meV the corresponding $q$ is about 2.5 times larger, and the expansion is less secure there. At $10^{16}$ cm⁻³ the band-edge occupation is about $4\times10^{-4}$, so degeneracy is negligible. Collision broadening is about $0.07\,kT$. With all three mechanisms acting, an electron gains $kT$ per mean free path at about 3 kV/cm; the linear response used here needs fields well below that. For the first-order mechanism alone, the lower scattering rate reduces this measure to about 0.12 kV/cm at 300 K, and to far less at 77 K, so the mobilities of the worked example are low-field limits. The main values are in the numerical output below.

## Values computed for the example and the checks

```
Inputs: m = 0.3214 m0, density = 2.33 g/cm3
Inputs: D1 = 4.0 eV, phonon = 19.0 meV, Z = 4
Temperatures = 300 K and 77 K
kT at 300 K = 25.85 meV; E = 1.5 kT = 38.78 meV
Phonon number N: 0.9213 at 300 K, 0.0605 at 77 K
Initial k = 0.5720 1/nm
Absorption: final E = 57.78 meV, k' = 0.6982 1/nm
Absorption: final density of states = 1.492e+20 1/(eV cm3)
Absorption: rate = 0.05364 1/ps, S = 0.02140 1/ps
Absorption: mean cosine = -0.3268
Emission: final E = 19.78 meV, k' = 0.4085 1/nm
Emission: final density of states = 8.730e+19 1/(eV cm3)
Emission: rate = 0.03969 1/ps, S = 0.00894 1/ps
Emission: mean cosine = -0.3153
Total first-order rate at 1.5 kT = 0.09332 1/ps
Largest relative error, state sums = 1.4e-04
300 K: mean tau with in-term = 9.742 ps, without = 12.033 ps
300 K: random walk = 9.750 +- 0.027 ps
300 K: mobility, this mechanism alone, with in-term = 53303 cm2/Vs
300 K: same without in-term = 65841 cm2/Vs, ratio = 0.8096
300 K: lowest (out rate)*tau = 0.607 at 38.0 meV
77 K: mean tau with in-term = 716.750 ps, without = 734.362 ps
77 K: random walk = 716.398 +- 1.855 ps
77 K: mobility, this mechanism alone, with in-term = 3921845 cm2/Vs
77 K: same without in-term = 4018213 cm2/Vs, ratio = 0.9760
77 K: lowest (out rate)*tau = -1.969 at 38.0 meV
Small-phonon mobility ratio (phonon = 0.002 kT) = 0.7502
Competitor inputs: acoustic 9 eV, 9 km/s; zero-order 1e+09 eV/cm, 62 meV, 1 valley
At 38.8 meV: first-order 0.0933, acoustic 2.074, zero-order 0.452 1/ps
At 300.0 meV: first-order 2.2922, acoustic 5.769, zero-order 8.495 1/ps
Mobility with all three at 300 K = 1653.9 cm2/Vs
In-term lowers that mobility by 1.125 percent
Masses: long 0.92, trans 0.19, mean 0.4333 m0
Anisotropy: shell-mean rate factor = 1.348
Anisotropy: quasielastic in-term mobility factor = 0.865 (constant-tau estimate)
Nonparabolicity 0.5 1/eV: rate rises by 7.5 percent at 1.5 kT
Rms q, absorption = 0.903 1/nm; q a/(2 pi) = 0.078 (a = 0.543 nm)
Phonon energy spread for slope 5 km/s = 2.97 meV
Band-edge occupation at 1e+16 1/cm3 = 3.6e-04
Collision broadening hbar*(total rate)/kT = 0.067
Field giving kT per mean free path = 3.29 kV/cm
```
